**Midpoint propagators for real-time TDHF: order, reversibility, discrete frequencies and spectrum**

The program studies $i\hbar\dot P=[F(P),P]$ for closed shells, where $P$ is the density matrix per spin and $F$ the Fock matrix. It compares the exponential midpoint (EM) with the modified-midpoint unitary transformation (MMUT). For kicked LiH it asserts second order against a high-order ODE solver, idempotency to rounding, reversibility of converged EM and of the MMUT pair map, and conservation of the EM energy and the MMUT two-time energy. For H₂ in a minimal basis it asserts that frequencies extracted from propagation agree with the closed discrete-time formulas. A two-level model, with gap 1 eV and coupling $g$, shows the staggered MMUT mode bounded at $g=0.3$ eV and growing at the predicted rate at $g=0.7$ eV, while EM stays bounded in both cases. The LiH spectrum after a delta kick of strength $\kappa$ is asserted to agree with diagonalized linear-response TDHF within 1% of its maximum between 2 and 16 eV. The output shows the first bright line at 4.100 eV with oscillator strength 0.2003, and a propagated peak at 4.105 eV for a broadening of 0.2 eV.

## Numerical verification

```python
"""Propagators for real-time closed-shell TDHF, i hbar dP/dt = [F(P), P].

Results under test: the self-consistent exponential midpoint (EM) and the
modified-midpoint unitary transformation (MMUT) are second order, reversible
and idempotency preserving; their discrete frequencies follow closed formulas;
MMUT has a staggered mode that may grow; a delta kick gives the spectrum.
P: density matrix per spin, P0: ground state, F = core + W P: Fock matrix (J),
z: position matrix (m), h: time step (s), kappa: kick, integral of field (V s/m).
All matrices are in the basis of the real ground-state orbitals.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, ao2mo

hbar, e, me, eps0, c = sc.hbar, sc.e, sc.m_e, sc.epsilon_0, sc.c
eV, attosecond = sc.e, 1e-18
hartree = sc.physical_constants["Hartree energy"][0]
bohr = sc.physical_constants["Bohr radius"][0]


def molecule(atoms, basis):
    mol = gto.M(atom=atoms, basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
    mf.kernel()
    assert mf.converged
    C = mf.mo_coeff
    n, nocc = C.shape[1], mol.nelectron // 2
    eri = ao2mo.restore(1, ao2mo.kernel(mol, C), n) * hartree
    W = 2 * eri.transpose(0, 1, 3, 2) - np.einsum("psrq->pqsr", eri)
    return SimpleNamespace(
        core=C.T @ mf.get_hcore() @ C * hartree, eri=eri, nocc=nocc,
        W=np.ascontiguousarray(W).reshape(n * n, n * n).astype(complex),
        z=C.T @ mol.intor("int1e_r")[2] @ C * bohr,
        P0=np.diag((np.arange(n) < nocc).astype(complex)),
        energy=mf.energy_elec()[0] * hartree, size=n)


def fock(s, P):
    return s.core + (s.W @ P.ravel()).reshape(P.shape)


def turn(F, P, t):
    """Return U P U^dagger with U = exp(-i F t / hbar)."""
    w, V = np.linalg.eigh(F)
    U = (V * np.exp(-1j * w * t / hbar)) @ V.conj().T
    return U @ P @ U.conj().T


def midpoint_step(s, P, h, passes=None):
    new = P
    for k in range(1, 61):
        old = new
        new = turn(fock(s, (P + old) / 2), P, h)
        if passes == k or (passes is None and abs(new - old).max() < 1e-13):
            return new, k
    raise AssertionError("midpoint iteration did not converge")


def run_midpoint(s, P, h, steps, passes=None):
    path, builds = [P], 0
    for _ in range(steps):
        new, k = midpoint_step(s, path[-1], h, passes)
        path.append(new)
        builds += k
    return np.array(path), builds / steps


def run_mmut(s, P, h, steps, second=None):
    if second is None:
        second = turn(fock(s, P), P, h)
    path = [P, second]
    while len(path) < steps + 1:
        path.append(turn(fock(s, path[-1]), path[-2], 2 * h))
    return np.array(path)


def velocity(s, P):
    F = fock(s, P)
    return (F @ P - P @ F) / (1j * hbar)


def run_rk4(s, P, h, steps):
    for _ in range(steps):
        k1 = velocity(s, P)
        k2 = velocity(s, P + h / 2 * k1)
        k3 = velocity(s, P + h / 2 * k2)
        k4 = velocity(s, P + h * k3)
        P = P + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    return P


def kicked(s, kappa):
    return turn(s.z, s.P0, e * kappa)


def dipole(s, path):
    return -2 * e * np.einsum("pq,nqp->n", s.z, path - s.P0).real


def pair_energy(s, P, Q):
    """Two-time energy; for P = Q it is the electronic HF energy."""
    return (np.trace(s.core @ (P + Q)) + np.trace(P @ (fock(s, Q) - s.core))).real


def idem(P):
    return abs(P @ P - P).max()


def staggered(path):
    """Sixth difference / 64: keeps (-1)^n parts, suppresses smooth parts."""
    return abs(np.diff(path, n=6, axis=0)) / 64


# ---------- LiH: order, idempotency, reversibility, energy ----------
lih = molecule("Li 0 0 0; H 0 0 1.6", "6-31g")
assert abs(pair_energy(lih, lih.P0, lih.P0) / lih.energy - 1) < 1e-10
strong = 2e-6
start = kicked(lih, strong)
duration = 240 * attosecond
ode = solve_ivp(lambda t, y: duration * velocity(lih, y.reshape(start.shape)).ravel(),
                (0, 1), start.ravel(), method="DOP853", rtol=1e-11, atol=1e-12)
assert ode.success
reference = ode.y[:, -1].reshape(start.shape)
print("LiH RHF/6-31G, basis functions:", lih.size, " electrons:", 2 * lih.nocc)
print(f"electronic HF energy: {lih.energy / eV:.4f} eV")
print(f"strong kick: {strong:.1e} V s/m, duration {duration / attosecond:.0f} as")
errors, energy_swing = [], []
for h_as in (2.0, 1.0, 0.5):
    h = h_as * attosecond
    steps = round(duration / h)
    frozen, _ = run_midpoint(lih, start, h, steps, passes=1)
    em, builds = run_midpoint(lih, start, h, steps)
    mm = run_mmut(lih, start, h, steps)
    errors.append([np.linalg.norm(p[-1] - reference) for p in (frozen, em, mm)])
    E_em = np.array([pair_energy(lih, P, P) for P in em])
    E_mm = np.array([pair_energy(lih, P, P) for P in mm])
    E_two = np.array([pair_energy(lih, P, Q) for P, Q in zip(mm[:-1], mm[1:])])
    energy_swing.append(abs(E_mm - E_mm[0]).max() / eV)
    em_drift = abs(E_em - E_em[0]).max() / eV
    two_drift = abs(E_two - E_two[0]).max() / eV
    assert em_drift < 1e-8 and two_drift < 1e-8
    print(f"step {h_as} as: error norm frozen {errors[-1][0]:.3e}, "
          f"EM {errors[-1][1]:.3e}, MMUT {errors[-1][2]:.3e}")
    if h_as == 2.0:
        em2, mm2, steps2, h2 = em, mm, steps, h
        print(f"  Fock builds per EM step: {builds:.2f}")
        print(f"  energy drift EM {em_drift:.1e} eV, MMUT two-time {two_drift:.1e} eV")
        print(f"  MMUT ordinary energy variation: {energy_swing[0]:.3e} eV")
orders = np.log2(np.array(errors[1]) / np.array(errors[2]))
print("observed orders frozen, EM, MMUT:", np.round(orders, 3))
assert abs(orders[0] - 1) < 0.2 and np.all(abs(orders[1:] - 2) < 0.1)
swing_ratio = energy_swing[1] / energy_swing[2]
print(f"MMUT energy variation, ratio for halved step: {swing_ratio:.3f}")
assert 3.3 < swing_ratio < 4.7

mean = (em2[0] + em2[1]) / 2
jump = em2[1] - em2[0]
assert np.allclose(mean @ mean - mean, -jump @ jump / 4, atol=1e-13)
idem_rk = idem(run_rk4(lih, start, h2, steps2))
idem_em, idem_mm = idem(em2[-1]), idem(mm2[-1])
print(f"max|PP-P| at 2 as: EM {idem_em:.1e}, MMUT {idem_mm:.1e}, RK4 {idem_rk:.1e}")
print(f"max|PP-P| of averaged density, first EM step: {idem(mean):.2e}")
assert max(idem_em, idem_mm) < 1e-11 and idem_rk > 1e3 * max(idem_em, idem_mm)

target = start.conj()
back_em = run_midpoint(lih, em2[-1].conj(), h2, steps2)[0][-1]
two = run_midpoint(lih, start, h2, steps2, passes=2)[0]
back_two = run_midpoint(lih, two[-1].conj(), h2, steps2, passes=2)[0][-1]
back_mm = run_mmut(lih, mm2[-1].conj(), h2, steps2, second=mm2[-2].conj())[-1]
back_restart = run_mmut(lih, mm2[-1].conj(), h2, steps2)[-1]
returns = [abs(b - target).max() for b in (back_em, back_two, back_mm, back_restart)]
print(f"return error EM converged {returns[0]:.1e}, EM two passes {returns[1]:.2e}")
print(f"return error MMUT pair {returns[2]:.1e}, MMUT restarted {returns[3]:.2e}")
assert returns[0] < 1e-10 and returns[2] < 1e-10
assert returns[1] > 1e-8 and returns[3] > 1e-8


# ---------- one occupied-virtual pair: discrete frequencies ----------
def exact_frequency(w, a, b):
    return np.sqrt((w + a / hbar) ** 2 - (b / hbar) ** 2)


def em_frequency(w, a, b, h):
    return 2 / h * np.arctan(exact_frequency(w, a, b) / w * np.tan(w * h / 2))


def mmut_cosines(w, a, b, h):
    """cos(Omega h) of the physical and of the staggered mode."""
    A, B, S2 = a / (hbar * w), b / (hbar * w), np.sin(w * h) ** 2
    root = np.sqrt(A * A * S2 * S2 + 1 - S2 * (1 + A * A - B * B))
    return -A * S2 + root, -A * S2 - root


h2mol = molecule("H 0 0 0; H 0 0 0.74", "sto-3g")
F0 = fock(h2mol, h2mol.P0).real
gap = (F0[1, 1] - F0[0, 0]) / hbar
W4 = h2mol.W.real.reshape(2, 2, 2, 2)
a, b = W4[1, 0, 1, 0], W4[1, 0, 0, 1]
omega0 = exact_frequency(gap, a, b)
print(f"H2 RHF/STO-3G: gap {gap * hbar / eV:.4f}, a {a / eV:.4f}, b {b / eV:.4f} eV")
print(f"H2 continuous-time TDHF excitation: {omega0 * hbar / eV:.5f} eV")
weak = 1e-9
small = kicked(h2mol, weak)
for h_as in (10, 20):
    h = h_as * attosecond
    x = run_midpoint(h2mol, small, h, 400)[0][:, 1, 0].real
    cosine = np.sum(x[1:-1] * (x[2:] + x[:-2])) / (2 * np.sum(x[1:-1] ** 2))
    em_seen, em_said = np.arccos(cosine) / h, em_frequency(gap, a, b, h)
    x = run_mmut(h2mol, small, h, 400)[:, 1, 0].real
    x = x / abs(x).max()
    mid, near, far = x[2:-2], x[3:-1] + x[1:-3], x[4:] + x[:-4]
    p, q = np.linalg.lstsq(np.array([near, -mid]).T, far + 2 * mid, rcond=None)[0]
    seen = np.sort(np.roots([1, -p / 2, q / 4]).real)[::-1]
    said = np.array(mmut_cosines(gap, a, b, h))
    mm_seen, mm_said = np.arccos(seen[0]) / h, np.arccos(said[0]) / h
    print(f"step {h_as} as: EM run {em_seen * hbar / eV:.5f}, formula "
          f"{em_said * hbar / eV:.5f} eV")
    print(f"  MMUT run {mm_seen * hbar / eV:.5f}, formula {mm_said * hbar / eV:.5f} eV")
    print(f"  staggered cosine run {seen[1]:.6f}, formula {said[1]:.6f}")
    assert abs(em_seen / em_said - 1) < 1e-5
    assert abs(mm_seen / mm_said - 1) < 1e-5 and abs(seen[1] - said[1]) < 1e-5
h = attosecond
em_shift = em_frequency(gap, a, b, h) / omega0 - 1
mm_shift = np.arccos(mmut_cosines(gap, a, b, h)[0]) / h / omega0 - 1
assert abs(em_shift / (h**2 * (gap**2 - omega0**2) / 12) - 1) < 0.01
assert abs(mm_shift / (h**2 * (omega0**2 - gap**2 - 3 * gap * a / hbar) / 6) - 1) < 0.01
print(f"relative frequency shift at 1 as: EM {em_shift:.3e}, MMUT {mm_shift:.3e}")

sizes = []
for h_as in (4, 2):
    h = h_as * attosecond
    steps = 2000 // h_as
    good_second = midpoint_step(h2mol, small, h)[0]
    sizes.append([staggered(run_mmut(h2mol, small, h, steps)).max(),
                  staggered(run_mmut(h2mol, small, h, steps, good_second)).max()])
ratios = np.array(sizes[0]) / np.array(sizes[1])
print("staggered part, ratio for halved step, frozen and EM start:", np.round(ratios, 2))
assert 3.6 < ratios[0] < 4.4 and 7 < ratios[1] < 9

# ---------- two-level mean-field model: growth of the staggered mode ----------
flip = np.array([[0.0, 1.0], [1.0, 0.0]])
angle, h, steps, w = 1e-6, 30 * attosecond, 600, eV / hbar
print(f"two-level model: gap 1 eV, kick angle {angle:.0e}, "
      f"step {h / attosecond:.0f} as, {steps} steps")
for g_eV in (0.3, 0.7):
    g = g_eV * eV
    model = SimpleNamespace(core=np.diag([0.0, eV]), P0=np.diag([1.0 + 0j, 0]),
                            W=g * np.outer(flip.ravel(), flip.ravel()))
    first = turn(flip, model.P0, angle * hbar)
    em = run_midpoint(model, first, h, steps)[0]
    mm = run_mmut(model, first, h, steps)
    dev_em, dev_mm = abs(em - model.P0).max(), abs(mm - model.P0).max()
    print(f"a=b={g_eV} eV: max deviation EM {dev_em:.2e}, MMUT {dev_mm:.2e}")
    assert dev_em < 10 * angle
    if g_eV == 0.3:
        assert dev_mm < 10 * angle
    else:
        part = staggered(mm)[:, 1, 0]
        rate = np.log(part[400] / part[250]) / (150 * h)
        rate_said = np.arccosh(-mmut_cosines(w, g, g, h)[1]) / h
        rate_limit = np.sqrt(2 * g * w / hbar - w * w)
        print(f"  growth rate run {rate:.5e}, formula {rate_said:.5e} 1/s")
        print(f"  growth rate for vanishing step: {rate_limit:.5e} 1/s")
        assert abs(rate / rate_said - 1) < 1e-4 and dev_mm > 1e3 * dev_em
        assert abs(rate_said / rate_limit - 1) < 0.01


# ---------- LiH: linear response by diagonalization ----------
def modes(A, B, z_ov):
    """Excitation energies (J) and oscillator strengths along z."""
    d, V = np.linalg.eigh(A - B)
    assert d.min() > 0
    root = (V * np.sqrt(d)) @ V.T
    squares, Z = np.linalg.eigh(root @ (A + B) @ root)
    assert squares.min() > 0
    return np.sqrt(squares), 4 * me / hbar**2 * (z_ov @ root @ Z) ** 2


o, v = slice(0, lih.nocc), slice(lih.nocc, None)
level = np.diag(fock(lih, lih.P0)).real
D = np.diag((level[None, v] - level[o, None]).ravel())
ovov = lih.eri[o, v, o, v]
A = D + (2 * ovov - lih.eri[o, o, v, v].transpose(0, 2, 1, 3)).reshape(D.shape)
B = (2 * ovov - ovov.transpose(0, 3, 2, 1)).reshape(D.shape)
z_ov = lih.z[o, v].ravel()
excitation, strength = modes(A, B, z_ov)
stagger_energy, _ = modes(2 * D - A, -B, z_ov)
print(f"LiH lowest staggered-mode energy, vanishing step: {stagger_energy[0] / eV:.4f} eV")

# ---------- LiH: spectrum from the delta kick with MMUT ----------
kappa, h, steps, eta = 1e-8, 2 * attosecond, 15000, 0.2 * eV / hbar
plus = run_mmut(lih, kicked(lih, kappa), h, steps)
minus = run_mmut(lih, kicked(lih, -kappa), h, steps)
mu_plus, mu_minus = dipole(lih, plus), dipole(lih, minus)
odd, even = (mu_plus - mu_minus) / 2, (mu_plus + mu_minus) / 2
half = [dipole(lih, run_mmut(lih, kicked(lih, k), h, 500)) for k in (kappa / 2, -kappa / 2)]
even_ratio = abs(even[:501]).max() / abs(half[0] + half[1]).max() * 2
assert 3.8 < even_ratio < 4.2
assert idem(plus[-1]) < 1e-10
time = h * np.arange(steps + 1)
damped = odd * np.exp(-eta * time) * h / kappa


def alpha_run(w):
    return np.dot(damped, np.exp(1j * w * time))


def alpha_linear(w):
    return np.sum(e**2 / me * strength / ((excitation / hbar) ** 2 - (w + 1j * eta) ** 2))


def sigma(alpha, energy_eV):
    w = energy_eV * eV / hbar
    return w * alpha(w).imag / (eps0 * c)


grid = np.arange(2, 16, 0.02)
run_curve = np.array([sigma(alpha_run, E) for E in grid])
linear_curve = np.array([sigma(alpha_linear, E) for E in grid])
mismatch = abs(run_curve - linear_curve).max() / linear_curve.max()
assert mismatch < 0.01
bright = np.flatnonzero(strength > 0.01)[0]
line = excitation[bright] / eV
peaks = []
for alpha in (alpha_run, alpha_linear):
    best = minimize_scalar(lambda E: -sigma(alpha, E), bounds=(line - 0.4, line + 0.4),
                           method="bounded", options={"xatol": 1e-6})
    peaks.append((best.x, -best.fun))
assert abs(peaks[0][0] - peaks[1][0]) < 0.01
assert abs(peaks[0][1] / peaks[1][1] - 1) < 0.01
slope = sum(sign * -2 * e * np.trace(lih.z @ velocity(lih, kicked(lih, sign * kappa))).real
            for sign in (1, -1)) / (2 * kappa)
f_slope = slope * me / e**2
assert abs(f_slope / strength.sum() - 1) < 1e-4
f_peak = peaks[0][1] * 2 * me * eps0 * c * eta / e**2
print(f"kick {kappa:.0e} V s/m, step {h / attosecond:.0f} as, length {steps * h * 1e15:.0f} fs,"
      f" broadening {eta * hbar / eV:.2f} eV")
print(f"even/odd dipole amplitude: {abs(even).max() / abs(odd).max():.2e}")
print(f"even part, ratio for halved kick: {even_ratio:.3f}")
print(f"damping factor at the end: {np.exp(-eta * time[-1]):.2e}")
print(f"max|PP-P| after {steps} MMUT steps: {idem(plus[-1]):.1e}")
print(f"first bright line, linear response: {line:.4f} eV, f_z = {strength[bright]:.4f}")
print(f"peak position: run {peaks[0][0]:.4f} eV, linear response {peaks[1][0]:.4f} eV")
print(f"peak cross section: run {peaks[0][1]:.4e}, linear response {peaks[1][1]:.4e} m^2")
print(f"f_z estimated from peak height of run: {f_peak:.4f}")
print(f"largest spectrum mismatch, 2-16 eV, relative to maximum: {mismatch:.2e}")
print(f"sum of f_z: initial slope {f_slope:.5f}, linear response {strength.sum():.5f}")
print("no test failed")
```

It prints:

```
LiH RHF/6-31G, basis functions: 11  electrons: 4
electronic HF energy: -244.1277 eV
strong kick: 2.0e-06 V s/m, duration 240 as
step 2.0 as: error norm frozen 1.572e-02, EM 9.569e-04, MMUT 1.179e-03
  Fock builds per EM step: 7.00
  energy drift EM 1.6e-12 eV, MMUT two-time 1.1e-12 eV
  MMUT ordinary energy variation: 1.125e-03 eV
step 1.0 as: error norm frozen 8.267e-03, EM 2.394e-04, MMUT 2.958e-04
step 0.5 as: error norm frozen 4.245e-03, EM 5.985e-05, MMUT 7.400e-05
observed orders frozen, EM, MMUT: [0.962 2.    1.999]
MMUT energy variation, ratio for halved step: 3.999
max|PP-P| at 2 as: EM 2.8e-14, MMUT 1.3e-14, RK4 4.4e-07
max|PP-P| of averaged density, first EM step: 1.01e-05
return error EM converged 9.3e-14, EM two passes 2.22e-05
return error MMUT pair 4.1e-14, MMUT restarted 7.05e-05
H2 RHF/STO-3G: gap 34.0060, a -8.1985, b 4.9310 eV
H2 continuous-time TDHF excitation: 25.33201 eV
step 10 as: EM run 25.58389, formula 25.58389 eV
  MMUT run 25.63937, formula 25.63937 eV
  staggered cosine run -0.807435, formula -0.807435
step 20 as: EM run 26.35130, formula 26.35130 eV
  MMUT run 26.45037, formula 26.45037 eV
  staggered cosine run -0.338265, formula -0.338265
relative frequency shift at 1 as: EM 9.901e-05, MMUT 1.237e-04
staggered part, ratio for halved step, frozen and EM start: [3.77 7.89]
two-level model: gap 1 eV, kick angle 1e-06, step 30 as, 600 steps
a=b=0.3 eV: max deviation EM 1.00e-06, MMUT 1.00e-06
a=b=0.7 eV: max deviation EM 1.00e-06, MMUT 2.22e-02
  growth rate run 9.61102e+14, formula 9.61102e+14 1/s
  growth rate for vanishing step: 9.60869e+14 1/s
LiH lowest staggered-mode energy, vanishing step: 12.3603 eV
kick 1e-08 V s/m, step 2 as, length 30 fs, broadening 0.20 eV
even/odd dipole amplitude: 1.58e-03
even part, ratio for halved kick: 4.058
damping factor at the end: 1.10e-04
max|PP-P| after 15000 MMUT steps: 1.1e-12
first bright line, linear response: 4.1000 eV, f_z = 0.2003
peak position: run 4.1053 eV, linear response 4.1049 eV
peak cross section: run 3.5041e-21, linear response 3.5044e-21 m^2
f_z estimated from peak height of run: 0.2006
largest spectrum mismatch, 2-16 eV, relative to maximum: 8.19e-03
sum of f_z: initial slope 2.26097, linear response 2.26097
no test failed
```
